# Impact ionization near threshold: linear in two dimensions, quadratic in three, part 2

An electron in a nearly empty conduction band, with energy $E$ above the band edge and wavevector $\mathbf k_1$, lifts an electron from the full valence band across the gap $E_g$. Two conduction electrons $\mathbf k_2,\mathbf k_3$ and a hole $\mathbf k_h$ remain, with $\mathbf k_1=\mathbf k_2+\mathbf k_3+\mathbf k_h$. We ask how the rate of this process grows above its threshold $E_{th}$ in $d$ dimensions.

For parabolic bands with electron mass $m_e$ and hole mass $m_h$, let $M=2m_e+m_h$. In the cheapest final state all three particles share one velocity, so each electron has wavevector $(m_e/M)\mathbf k_1$, and the state has kinetic energy $(m_e/M)E$. The energy left above it is

$$Q=(E-E_{th})(m_e+m_h)/M,\qquad E_{th}=E_gM/(m_e+m_h).$$

Deviations from this state share $Q$ like two free particles:

$$Q=\frac{\hbar^2t^2}{2m_e}+\frac{\hbar^2s^2}{2m_s},\qquad m_s=\frac{m_em_h}{M}.$$

Here $\mathbf t=(\mathbf k_2-\mathbf k_3)/\sqrt2$ describes the relative motion of the electrons, and $\mathbf s$ that of the pair against the hole. In 2D both have a constant density of states. In general the two final wavevectors have $2d$ components, each ranging over an interval proportional to $\sqrt Q$. The number of states below $Q$ therefore grows as $Q^d$, and the number on the energy shell as $Q^{d-1}$.

A contact interaction has a constant matrix element of strength $U_d$ (energy times length$^d$) and acts only between electrons of opposite spin. With the final conduction states empty, the rates are

$$W_2=U_2^2m_em_sQ/2\pi\hbar^5,\qquad W_3=U_3^2(m_em_s)^{3/2}Q^2/8\pi^2\hbar^7 .$$

The quadratic 3D law is a sum of linear 2D ramps with staggered starting points. A thin layer shows one ramp alone until the next subband opens.

The numerical examples use $E_g=0.5$ eV and $m_e=0.04$, with masses in units of the free-electron mass. We now ask what survives when the bands are not parabolic.

### Bands that are not parabolic

For other bands, let the final energy at fixed $\mathbf k_1$ have a single smooth minimum $E_{min}$, with a positive quadratic form around it. Near threshold the accessible states fill a small ellipsoid about that minimum. The argument of $2d$ components, each ranging over $\sqrt Q$, applies again with $Q=E-E_{min}$.

It remains to see how $Q$ grows with $E$. At the minimum a small transfer of momentum between any two final particles costs nothing to first order, so all three have the same velocity $V$. If $k_1$ grows while $\mathbf k_2$ and $\mathbf k_3$ are held, the hole takes the change, and $dE_{min}/dk_1=\hbar V$. Shifts of the minimum itself contribute at second order. With $dE/dk_1=\hbar v_1$, and all velocities along one line,

$$\frac{dQ}{dE}=1-\frac{V}{v_1}.$$

If $V<v_1$ at threshold, $Q$ is proportional to $E-E_{th}$ to leading order, and the powers $1$ and $2$ survive there. For parabolic bands $V/v_1=m_e/M$, which returns the earlier factor.

As an example, let the conduction band obey $\varepsilon(1+\alpha\varepsilon)=\hbar^2k^2/2m_e$, which is parabolic at small $\varepsilon$ and flatter than a parabola above. Keep the hole parabolic with $m_h=0.4$, and use $\alpha=1.4$ eV$^{-1}$. The final electrons are slow, so to a good approximation the final state is parabolic and costs $(m_e/M)E(1+\alpha E)$. The threshold condition is then

$$E-0.0833\,E\,(1+1.4E)=0.5\ \text{(in eV)},$$

whose lower root is $0.590$ eV. A numerical minimization of the full final energy also gives $0.590$ eV, against $0.545$ eV for parabolic bands. Integrating the energy shell numerically at $0.002$ and $0.004$ eV above this threshold gives local powers of $1.005$ in 2D and $2.006$ in 3D. The threshold moves; the powers near it do not.

### Bands for which the process is forbidden

The existence of a threshold is itself an assumption. Consider two bands that mirror each other, as in a massive Dirac model. Measured from midgap, electrons and holes both have

$$\epsilon(\mathbf p)=\sqrt{\Delta^2+p^2},\qquad \Delta=E_g/2,$$

where $\mathbf p$ is $\mathbf k$ times a constant with the dimension of energy times length. Energy conservation would require $\epsilon_1=\epsilon_2+\epsilon_3+\epsilon_h$. The constants agree: the right side contains $3\Delta$, which is $E_g$ for the new pair and $\Delta$ for the original electron.

Regard each $\epsilon$ as the length of the vector $(\Delta,\mathbf p)$. The sum of three lengths is at least the length of the vector sum:

$$\epsilon_2+\epsilon_3+\epsilon_h\ge\sqrt{(3\Delta)^2+p_1^2}>\sqrt{\Delta^2+p_1^2}=\epsilon_1 .$$

The condition cannot be met at any energy. For $E_g=0.5$ eV and $E=0.5$ eV we have $\Delta=0.25$ eV, $\epsilon_1=0.75$ eV and $p_1^2=0.50$ eV$^2$. The final state costs at least $\sqrt{0.5625+0.50}=1.031$ eV, so $0.281$ eV is missing. At $E=3$ eV the deficit is still $0.076$ eV.

The parabolic formula with equal masses would have promised a threshold at $\tfrac32E_g$. The conflict arises because the parabola is the expansion of the square root for $p\ll\Delta$, while ionization needs a kinetic energy of at least $E_g=2\Delta$. The condition $V<v_1$ is not enough to prevent this. It holds here at every energy, since the cheapest final group has $V/v_1=\epsilon_1/\sqrt{(3\Delta)^2+p_1^2}<1$. The deficit therefore shrinks as $E$ grows, but it never closes. The linear law requires bands for which a threshold exists. The nonparabolic conduction band with a heavy hole, treated above, is an example, with its threshold at $0.590$ eV.

### A matrix element that is not constant

The law also assumes that the amplitude does not vanish at threshold. Suppose that it vanishes linearly in the deviations from the cheapest final state. Its square is then quadratic in them, hence proportional to $Q$ on the energy shell, and the rate gains one power.

Heavy holes in bulk zinc-blende semiconductors are an important case. The amplitude contains the overlap of the Bloch functions of the valence electron and of a final conduction electron. In an isotropic band model this overlap vanishes when the two wavevectors are parallel, as they all are at threshold, and it grows linearly with the transverse deviation. The 3D rate then starts with the third power of $E-E_{th}$, not the second. Real heavy-hole bands are warped. The overlap at threshold still vanishes along [100] and [111], but it is small and nonzero along other directions, so a weak quadratic term survives close to threshold. In a well the confined states also contain wavevector components across the layer, so the cancellation need not be exact. The overlap at threshold can still be very small, because at the large wavevector of the hole the valence states can consist mainly of orbitals perpendicular to the motion. The linear term is then weak, and the quadratic term from the transverse deviations can overtake it a short way above threshold. The 2D and 3D laws above are therefore laws of the constant-amplitude model, not of every well or bulk crystal.

Electrons of equal spin provide a second example once the interaction has a finite range. Let the amplitude depend on the momentum transfer as $1/q$, as for an unscreened Coulomb force in a plane, and leave aside the variation of other factors. The equal-spin amplitude is the direct term minus the exchange term, $1/|\mathbf k_1-\mathbf k_2|-1/|\mathbf k_1-\mathbf k_3|$. It vanishes at threshold, where $\mathbf k_2=\mathbf k_3$.

Let $\mathbf q_0$ be the transfer in the cheapest state. To first order the difference is $\hat{\mathbf q}_0\cdot(\mathbf k_2-\mathbf k_3)/q_0^2=\sqrt2\,\hat{\mathbf q}_0\cdot\mathbf t/q_0^2$. Its square, divided by the opposite-spin value $1/q_0^2$ and halved because exchanging two equal-spin electrons gives the same state, is

$$R=\frac{\langle(\hat{\mathbf q}_0\cdot\mathbf t)^2\rangle}{q_0^2}.$$

In 2D the energy $\hbar^2t^2/2m_e$ is spread evenly between $0$ and $Q$, so its mean is $Q/2$ and $\langle t^2\rangle=m_eQ/\hbar^2$. One component has half of this. Further, $q_0=(1-m_e/M)k_1$ and $\hbar^2k_1^2=2m_eE$, with $E\approx E_{th}$. Hence

$$R\approx\frac{Q}{4E_{th}(1-m_e/M)^2}.$$

For $m_e=0.04$, $m_h=0.4$, $E_g=0.5$ eV and $Q=0.0367$ eV this is $0.0367/(4\times0.5455\times0.840)=0.020$. A numerical average over the shell with the full $1/q$ gives $0.019$. Equal-spin pairs thus add a quadratic term worth 2 % of the linear one at this energy.

### Numbers for a quantum-well channel

Take $E_g=0.5$ eV, $m_e=0.04$, $m_h=0.4$, a width of 8 nm and $U_2=0.1$ eV nm$^2$. These are round model parameters for a well in a narrow-gap semiconductor. Then $M=0.48$, $m_s=0.04\times0.4/0.48=0.0333$, and

$$E_{th}=0.5\times\frac{0.48}{0.44}=0.5455\ \text{eV},\qquad \frac{Q}{E-E_{th}}=\frac{0.44}{0.48}=0.917 .$$

At $0.02$ eV above threshold $Q=0.0183$ eV. With $2\pi\hbar=4.136\times10^{-15}$ eV s and $\hbar^2/m_0=0.0762$ eV nm$^2$, where $m_0$ is the free-electron mass,

$$W_2=\frac{(0.1)^2\times0.04\times0.0333\times0.0183}{4.136\times10^{-15}\times(0.0762)^2}\ \text{s}^{-1}=1.0\times10^{10}\ \text{s}^{-1}.$$

At $0.04$ eV above threshold the rate is $2.0\times10^{10}$ s$^{-1}$, one ionization in 49 ps.

For the 3D comparison the masses, the gap and the underlying contact interaction are held fixed. In a well with hard walls the lowest state has the density $(2/L)\sin^2(\pi z/L)$, now with $L$ the width. The contact interaction is weighted by the integral of its square, $3/2L$, so $U_2=3U_3/2L$ and $U_3=0.1\times16/3=0.533$ eV nm$^3$. The 3D rates are $2.0\times10^{8}$ and $8.1\times10^{8}$ s$^{-1}$. Doubling the excess doubles the 2D rate and quadruples the 3D rate.

### What a real channel changes

**The parameters.** A hard-wall estimate for a bulk gap of 0.35 eV, an electron mass of 0.023 and a hole mass of 0.35, all rough, gives a gap of 0.54 eV in the 8 nm well, an in-plane electron mass of 0.046 and $\alpha=1.4$ eV$^{-1}$. It solves the nonparabolic relation above, with the inverse bulk gap as $\alpha$, at the wavevector $\pi/L$. The chosen gap and masses are close to these, but the rates above leave out $\alpha$. Including it moves the threshold from 0.545 to 0.590 eV, as found earlier, which is more than the 40 meV excess of the example. The rates should therefore be read as functions of the distance from threshold, not of the absolute energy. The bulk values resemble InAs, whose L valleys lie roughly 0.7 eV above the conduction-band minimum. The threshold electron is about $0.17+0.59=0.76$ eV above the bulk edge, so transfer to those valleys, which the model omits, can compete. The in-plane hole mass is less certain, since band mixing in a well makes it depend on wavevector and direction, light near $k=0$ and possibly heavier than $0.4$ along some directions at the wavevector the hole has at threshold; an isotropic $0.2$ would move the threshold from 0.545 to 0.583 eV for a parabolic conduction band, and from 0.590 to 0.693 eV with $\alpha$ included. The strength $U_2$ is the weakest input. The bare Coulomb value $e^2/2\epsilon_0\epsilon_rq_0$, with $\epsilon_r=15$ and $q_0=0.69$ nm$^{-1}$, is 0.87 eV nm$^2$. The smaller value 0.1 is an assumption, not a calculated strength. The finite width and the limited overlap between the bands both reduce the bare value, and for heavy holes the near-cancellation described above can reduce it much further. The rate scales as $U_2^2$, so its absolute value here is an illustration, not a prediction for a device.

**Subbands.** In the same estimate the second hole subband lies 50 meV above the first and the third 134 meV above, against $Q=37$ meV in the example. With all electrons in the lowest subband the contact interaction does not reach the second hole subband, by parity; the first new ramp belongs to the third, with $1/9$ of the slope. These are spacings of uncoupled subbands, and band mixing changes them at the large wavevector of the hole. The second electron subband lies 0.277 eV above the first, which is below the threshold energy. The rates here are for a first electron in the lowest subband; a hot electron may also occupy the second, where its threshold is different. At higher energy further ramps can begin, and the sum bends upward toward the 3D law.

**Occupied final states.** The heavy hole takes most of the momentum, and at threshold each electron is left with $(m_e/M)^2E_{th}=3.8$ meV. If the channel already holds electrons, these low states are partly filled. Averaging $(1-f_2)(1-f_3)$ over the shell at 0.04 eV excess, with an equilibrium Fermi distribution at 300 K, gives 0.78 for $10^{11}$ cm$^{-2}$ and 0.04 for $10^{12}$ cm$^{-2}$. The second density suppresses the rate about 25-fold. The formula suits a depleted region of the channel.

**The field.** While the collision takes place, the field acts on all the carriers, with a force $F$ along the motion for each electron and $-F$ for the hole. The energy mismatch between final and initial state changes at the rate $F(V+V-V-v_1)=-F(v_1-V)$, the hole entering with the opposite sign. An energy $\delta$ needs a time of order $\hbar/\delta$ to be defined, and the mismatch drifts by $\delta$ in that time when

$$\delta^2=\hbar v_1F\left(1-\frac{m_e}{M}\right).$$

At threshold $k_1=0.757$ nm$^{-1}$ and $\hbar v_1=2E_{th}/k_1=1.44$ eV nm. A field of 0.03 MV/cm is a force of 0.003 eV/nm, and $\delta=\sqrt{1.44\times0.003\times0.917}$ eV $=63$ meV. This exceeds the 40 meV excess of the example. With $\alpha=1.4$ eV$^{-1}$ the electron is slower at threshold and $\delta$ falls to 42 meV, still comparable with the excess. These widths refer to $Q$; divided by $dQ/dE=1-V/v_1$, which is 0.917 and 0.78 in the two cases, they become 69 and 54 meV in $E$. At such a field the sharp corner of the linear law is not resolved. Since $\delta\propto\sqrt F$, a width $\delta$ of 10 meV would require a field about 40 times smaller for the parabolic band, and about 18 times smaller with this $\alpha$.

**Phonons.** With an assumed phonon scattering rate of $5\times10^{12}$ s$^{-1}$, the level width of the first electron, $\hbar$ times the rate, is 3.3 meV. The threshold is smeared by the widths of all four carriers together. The heavy hole, with its larger density of states, scatters several times faster than the electron, and a polar-phonon estimate at 300 K puts the total near 15 to 25 meV, a sizeable part of $Q=37$ meV. The ionization rate at 0.04 eV excess is 0.4 % of the scattering rate of the first electron; with the bare strength 0.87 eV nm$^2$ it would be about 30 %. With $U_2=0.1$ eV nm$^2$ an electron that crosses the threshold is far more likely to emit or absorb a phonon first, so ionization does not set in abruptly at $E_{th}$, in spite of the steeper start that two dimensions provide.
